# Direct-Flight Transmission of a Round Tube in Free Molecular Flow, part 1

(Sections cited here and not found follow in the second part.)

## First half: the share that crosses without touching the wall

### 1. The question

In atomic layer deposition a vapour must coat the inside of narrow, deep holes in a wafer. At the pressures used, a molecule inside such a hole usually meets a wall long before it meets another molecule. It enters through the mouth, flies in a straight line, and either strikes the side wall or reaches the bottom. What share of the entering molecules reaches the bottom on that first straight flight?

This share depends on geometry and on how the molecules enter: at which points of the mouth and in which directions. It does not depend on what the wall does to a molecule, because the molecules counted have not touched the wall. It is therefore the part of the transport that survives when the wall captures everything that hits it. When the wall captures little, further molecules arrive after bouncing, and the direct share is one contribution among others. The first half finds the direct share. The second half finds what bouncing adds and puts numbers to a hole.

### 2. Model and symbols

The hole is a straight circular cylinder of radius $R$ and length $L$. Its mouth and far end are two equal discs, facing each other on a common axis. For now the far end is open, or is a surface at which we merely count first arrivals.

The assumptions are these:

- The gas outside is in equilibrium at temperature $T_g$, and its flux into the mouth is uniform over the mouth.
- Molecules do not collide with each other inside the tube.
- Molecules are points, and no force bends their paths.

The share we want is called $F$. It is the number of molecules that reach the far disc without a wall hit, divided by the number that enter the mouth in the same time.

### 3. Directions at the mouth

Let $n$ be the number density of the gas, $m$ the molecular mass and $k$ Boltzmann's constant. The Maxwellian velocity distribution is

$$f(v)=\left(\frac{m}{2\pi kT_g}\right)^{3/2}e^{-mv^2/2kT_g}.$$

It depends on the speed $v$ and not on direction. The molecules that cross a small area $dA$ in time $dt$ with velocity near $\mathbf v$ fill a slanted cylinder of volume $v\cos\theta\,dt\,dA$, where $\theta$ is the angle between $\mathbf v$ and the inward normal. Writing $d^3v=v^2\,dv\,d\Omega$, the number crossing per area and time is

$$n\,v\cos\theta\,f(v)\,v^2\,dv\,d\Omega .$$

The speed and the direction appear in separate factors. Integration over speed gives a constant, so the distribution of directions is proportional to $\cos\theta\,d\Omega$. Its integral over the inward hemisphere is

$$\int\cos\theta\,d\Omega=2\pi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi .$$

The normalized distribution of entering directions is therefore

$$\frac{\cos\theta}{\pi}\,d\Omega. \tag{1}$$

The share entering within an angle $\theta_0$ of the normal is $2\int_0^{\theta_0}\cos\theta\sin\theta\,d\theta=\sin^2\theta_0$. For $30^\circ$ this is $0.25$. A random sample of Maxwellian velocities, each weighted by its normal component, gave $0.2512$.

The total flux will be needed for the example. Only the normal component $v_z$ matters for it:

$$J=n\sqrt{\frac{m}{2\pi kT_g}}\int_0^\infty v_z e^{-mv_z^2/2kT_g}\,dv_z
=n\sqrt{\frac{m}{2\pi kT_g}}\;\frac{kT_g}{m}=n\sqrt{\frac{kT_g}{2\pi m}} .$$

With the ideal-gas relation $n=P/kT_g$, where $P$ is the partial pressure of the species,

$$J=\frac{P}{\sqrt{2\pi mkT_g}} . \tag{2}$$

### 4. From directions to a double integral

Take a point in the mouth and a small area $dA_2$ of the far disc. Let $s$ be the distance between them and $\rho$ the part of their separation that lies parallel to the discs. Then

$$s^2=L^2+\rho^2,\qquad \cos\theta=\frac{L}{s}.$$

The area $dA_2$ is seen tilted by the same angle $\theta$, because the discs are parallel. It fills the solid angle $d\Omega=\cos\theta\,dA_2/s^2$. By (1), the share of molecules from the chosen point that head for $dA_2$ is

$$\frac{\cos\theta}{\pi}\,\frac{\cos\theta\,dA_2}{s^2}=\frac{L^2}{\pi(L^2+\rho^2)^2}\,dA_2 .$$

One factor of cosine comes from the emission law and the other from the tilt of the target.

Does anything block the way? A solid cylinder is convex: the straight segment joining any two of its points stays inside it. Every line from mouth to far disc is therefore open. In a bent tube this would fail, and some pairs of points would have to be left out.

Since the flux is uniform over the mouth, $F$ is the average of the share over all starting points:

$$F=\frac{1}{\pi R^2}\int_{\text{mouth}}\!dA_1\int_{\text{far disc}}\!dA_2\;\frac{L^2}{\pi(L^2+\rho^2)^2}. \tag{3}$$

### 5. Four integrals become one

The integrand in (3) depends on the distance $\rho$ alone. It is thus enough to know how many pairs of points have a given displacement.

Let $\mathbf r_1$ and $\mathbf r_2$ be the positions of the two points within their discs, and replace $\mathbf r_2$ by $\boldsymbol\rho=\mathbf r_2-\mathbf r_1$. At fixed $\mathbf r_1$ this is a shift, so $dA_2=d^2\rho$. For a fixed displacement $\boldsymbol\rho$, the allowed $\mathbf r_1$ are those for which both $\mathbf r_1$ and $\mathbf r_1+\boldsymbol\rho$ lie within a disc of radius $R$. They fill the overlap of two such discs whose centres are $\rho$ apart. Call the area of this overlap $A(\rho)$. It vanishes for $\rho\ge 2R$.

The direction of $\boldsymbol\rho$ does not matter, so $d^2\rho$ becomes $2\pi\rho\,d\rho$, and

$$F=\frac{1}{\pi R^2}\int_0^{2R}A(\rho)\,\frac{2\rho L^2}{(L^2+\rho^2)^2}\,d\rho . \tag{4}$$

The factor $\pi$ from $2\pi\rho$ has cancelled the $\pi$ of the emission law.

We shall need the slope of $A$. Place the two centres at $x=\pm\rho/2$. At height $y$, each disc covers a strip of length $2\sqrt{R^2-y^2}$, and the strips are displaced by $\rho$. Their common length is $2\sqrt{R^2-y^2}-\rho$ as long as this is positive, which holds for $|y|<y_m$ with $y_m=\sqrt{R^2-\rho^2/4}$. Hence

$$A(\rho)=2\int_0^{y_m}\left(2\sqrt{R^2-y^2}-\rho\right)dy .$$

When $\rho$ changes, both the integrand and the limit $y_m$ change. The moving limit contributes nothing, because the integrand is zero at $y_m$. The integrand has slope $-1$, so

$$A'(\rho)=-2y_m=-\sqrt{4R^2-\rho^2}. \tag{5}$$

### 6. Integration by parts

The other factor in (4) is a derivative. Define

$$G(\rho)=\frac{\rho^2}{L^2+\rho^2},\qquad
G'(\rho)=\frac{2\rho(L^2+\rho^2)-2\rho^3}{(L^2+\rho^2)^2}=\frac{2\rho L^2}{(L^2+\rho^2)^2}. \tag{6}$$

The function $G$ has a direct meaning. From a point in the mouth, a circle of radius $\rho$ centred straight opposite is seen within the angle $\theta_0$ given by $\tan\theta_0=\rho/L$. The share sent into that circle is $\sin^2\theta_0$, which equals $G(\rho)$.

Integrating (4) by parts gives

$$F=\frac{1}{\pi R^2}\left\{\Big[A(\rho)G(\rho)\Big]_0^{2R}-\int_0^{2R}A'(\rho)G(\rho)\,d\rho\right\}.$$

The boundary term vanishes at the upper end because $A(2R)=0$, and at the lower end because $G(0)=0$. The minus sign in (5) cancels the one in front of the integral:

$$F=\frac{1}{\pi R^2}\int_0^{2R}\sqrt{4R^2-\rho^2}\;\frac{\rho^2}{L^2+\rho^2}\,d\rho .$$

Now write $\rho^2/(L^2+\rho^2)=1-L^2/(L^2+\rho^2)$. The integral belonging to the $1$ is the area of a quarter disc of radius $2R$, which is $\pi R^2$. Therefore

$$F=1-\frac{L^2}{\pi R^2}\,I,\qquad I=\int_0^{2R}\frac{\sqrt{4R^2-\rho^2}}{L^2+\rho^2}\,d\rho . \tag{7}$$

### 7. The last integral

Put $\rho=2R\sin\varphi$. Then $\sqrt{4R^2-\rho^2}=2R\cos\varphi$ and $d\rho=2R\cos\varphi\,d\varphi$, so

$$I=\int_0^{\pi/2}\frac{4R^2\cos^2\varphi}{L^2+4R^2\sin^2\varphi}\,d\varphi .$$

The numerator is $4R^2-4R^2\sin^2\varphi=(L^2+4R^2)-(L^2+4R^2\sin^2\varphi)$. Dividing by the denominator splits the integral:

$$I=(L^2+4R^2)\int_0^{\pi/2}\frac{d\varphi}{L^2+4R^2\sin^2\varphi}-\frac{\pi}{2}.$$

For the remaining integral use $t=\tan\varphi$, with $\sin^2\varphi=t^2/(1+t^2)$ and $d\varphi=dt/(1+t^2)$:

$$\int_0^{\pi/2}\frac{d\varphi}{L^2+4R^2\sin^2\varphi}
=\int_0^\infty\frac{dt}{L^2+(L^2+4R^2)t^2}
=\frac{\pi}{2L\sqrt{L^2+4R^2}} . \tag{8}$$

The last step is the standard integral $\int_0^\infty dt/(\alpha^2+\beta^2t^2)=\pi/(2\alpha\beta)$ for positive $\alpha$ and $\beta$. Hence

$$I=\frac{\pi}{2}\left(\frac{\sqrt{L^2+4R^2}}{L}-1\right).$$

Inserting this in (7) gives the direct-flight transmission:

$$\boxed{F=1+\frac{L^2}{2R^2}-\frac{L\sqrt{L^2+4R^2}}{2R^2}} \tag{9}$$

### 8. A shorter form

Let $a=L/(2R)$, the ratio of length to diameter. Then $L^2/(2R^2)=2a^2$, and the last term of (9) is $2a\sqrt{a^2+1}$. The result is a perfect square:

$$F=(1+a^2)+a^2-2a\sqrt{1+a^2}=\left(\sqrt{1+a^2}-a\right)^2 . \tag{10}$$

Multiplying and dividing the bracket by $\sqrt{1+a^2}+a$ turns it into $1/(\sqrt{1+a^2}+a)$, since the product of the two brackets is $1$. Thus

$$F=\frac{1}{\left(\sqrt{1+a^2}+a\right)^2}. \tag{11}$$

This form contains no subtraction. In (9), by contrast, a long tube makes two huge numbers nearly cancel. At $L/R=10^4$ the correct value is $1.0000\times10^{-8}$, while (9) evaluated in double precision with $R=1$ returns $7.4506\times10^{-9}$, which is 25 % too low relative to the correct value. In another unit of length the rounding error can have a different size and sign.

There is also a geometric reading. Let $\alpha$ be the angle between the axis and the diagonal of the tube, the line from one rim to the opposite point of the other rim, so that $\tan\alpha=2R/L=1/a$. Then $\sqrt{1+a^2}=1/\sin\alpha$ and $a=\cos\alpha/\sin\alpha$, and (10) becomes

$$F=\left(\frac{1-\cos\alpha}{\sin\alpha}\right)^2=\tan^2\frac{\alpha}{2}.$$

A tube as long as it is wide has $\alpha=45^\circ$ and passes $\tan^2 22.5^\circ=0.172$ of the entering molecules directly.

### 9. Short and long tubes

For a short tube, $\sqrt{L^2+4R^2}=2R\,[1+L^2/(8R^2)+\dots]$, and (9) gives

$$F=1-\frac{L}{R}+\frac{L^2}{2R^2}+\dots$$

At $L/R=0.02$ the full formula gives $0.980199$. The first two terms give $0.980000$, and the third supplies the missing $0.0002$.

For a long tube, $\sqrt{1+a^2}+a=2a+1/(2a)+\dots=2a\,[1+1/(4a^2)+\dots]$, so (11) gives

$$F=\frac{1}{4a^2}\left(1-\frac{1}{2a^2}+\dots\right)=\frac{R^2}{L^2}\left(1-\frac{2R^2}{L^2}+\dots\right). \tag{12}$$

The leading term is the solid angle $\pi R^2/L^2$ of the distant disc times the forward emission density $1/\pi$.

| $L/R$ | $F$ | $R^2/L^2$ |
|---|---|---|
| 1 | 0.3820 | 1.0000 |
| 2 | 0.1716 | 0.2500 |
| 5 | 0.0371 | 0.0400 |
| 20 | 0.002488 | 0.002500 |

The estimate $R^2/L^2$ exceeds $F$ by 46 % of $F$ at $L/R=2$, by 8 % at $5$ and by 0.5 % at $20$.

Two tests support (9). Direct numerical integration of (3) gives $0.1715729$ at $L/R=2$ and $0.0024876$ at $L/R=20$, equal to the formula in every digit shown. Tracing random molecules through a cylinder gives direct shares of $0.17214\pm0.00065$ and $0.00258\pm0.00008$, where the ranges are $\sqrt{F/N}$ for $N=400000$ molecules. The standard error of a counted share, $\sqrt{F(1-F)/N}$, is slightly smaller in the first case, $0.00060$, and the same to the digits shown in the second. The first share lies within one standard error of the formula and the second a little beyond one.

## Second half: arrivals along the tube, bouncing, and a real hole

### 10. What is carried over

A tube of radius $R$ and length $L$ receives a uniform flux $J$ with the cosine distribution (1). With $a=L/(2R)$, the share reaching the far disc without a wall hit is

$$F(L)=\left(\sqrt{1+a^2}-a\right)^2 .$$

We also take over $G(\rho)=\rho^2/(L^2+\rho^2)$, the share that a point sends into a circle of radius $\rho$ straight opposite, and the integral (8). From here on $F(x)$ denotes the same function with $L$ replaced by a depth $x$, and $a$ is then $x/(2R)$.

### 11. Is the far end evenly supplied?

The number $F$ is an average over the far disc. The flux received at one of its points is $J$ times the integral of $L^2/[\pi(L^2+\rho^2)^2]$ over the mouth. This is the same integral as the share which that point would send back to the mouth under cosine emission. We may therefore compute whichever is easier.

For the centre, the opposite disc is a circle of radius $R$ straight ahead, so the local flux relative to $J$ is

$$g_{\rm centre}=G(R)=\frac{R^2}{L^2+R^2}.$$

For a point on the rim, a circle of radius $\rho$ around the point straight opposite lies partly outside the disc. Let $\psi$ be the angle measured from the direction towards the disc centre. A point of the circle is inside the disc if

$$R^2+\rho^2-2R\rho\cos\psi\le R^2,\qquad\text{that is}\qquad \cos\psi\ge\frac{\rho}{2R}.$$

The fraction of the circle inside is $\frac1\pi\arccos(\rho/2R)$. Weighting each ring by $G'(\rho)\,d\rho$ and integrating by parts gives

$$g_{\rm rim}=\frac1\pi\int_0^{2R}G'(\rho)\arccos\frac{\rho}{2R}\,d\rho
=\frac1\pi\int_0^{2R}\frac{G(\rho)}{\sqrt{4R^2-\rho^2}}\,d\rho .$$

The boundary terms vanish because $\arccos 1=0$ and $G(0)=0$. The sign is positive because the slope of $\arccos(\rho/2R)$ is $-1/\sqrt{4R^2-\rho^2}$. Again put $\rho=2R\sin\varphi$, which turns $d\rho/\sqrt{4R^2-\rho^2}$ into $d\varphi$, and write $G=1-L^2/(L^2+\rho^2)$. With (8),

$$g_{\rm rim}=\frac1\pi\left[\frac\pi2-\frac{\pi L^2}{2L\sqrt{L^2+4R^2}}\right]=\frac12\left[1-\frac{L}{\sqrt{L^2+4R^2}}\right].$$

At $L/R=20$ the centre receives $0.002494$ and the rim $0.002481$ of the mouth flux. The difference is 0.5 % of the mean, so direct flight supplies the centre and the rim of a deep hole's bottom almost equally.

We now have a closed formula for the share of entering molecules that reach the far end without touching the wall, and we know that in a deep hole this direct flight supplies the centre and rim of the bottom almost equally. What remains is to find where the other molecules strike the wall, what bouncing adds, and what the numbers are for a real hole.
